# Reblocking Correlated Monte Carlo Data: Bias, Noise and Choice of Block Length

## Definitions and conventions

A variational Monte Carlo run delivers local energies $x_1,\dots,x_M$, one per step. The initial relaxation has been discarded, so the series is stationary, and all data carry equal weight. Write $\mu$ for the mean, $g_0$ for the variance of one datum, and $\rho_k$ for the autocorrelation at a separation of $k$ steps:

$$\langle (x_i-\mu)(x_{i+k}-\mu)\rangle = g_0\,\rho_k,\qquad \rho_0=1 .$$

Two sums over the autocorrelation control the error of the run and the bias of its estimate (the noise of the estimate also depends on fourth moments):

$$s = 1+2\sum_{k=1}^{\infty}\rho_k ,\qquad c = 2\sum_{k=1}^{\infty}k\,\rho_k .$$

The statistical inefficiency $s$ is assumed positive, and $\sum_k k|\rho_k|$ is assumed finite. The series is cut into $n=M/B$ blocks of $B$ consecutive data. The block means are $y_1,\dots,y_n$, and their average $\bar y$ is the mean of the whole run. The estimate of the squared error of $\bar y$ is

$$V_B=\frac{1}{n(n-1)}\sum_{i=1}^{n}(y_i-\bar y)^2 ,$$

and the reported error bar is $\sqrt{V_B}$. "Bias" and "noise" mean the systematic deviation and the standard deviation of an estimate, both relative to the true value. The algebra is in atomic units; numerical energies are in eV and lengths in angstrom.

## What goes wrong without blocks

The naive error bar is $\sqrt{V_1}$, which treats the data as independent. To see what it misses, take the variance $v_B$ of the mean of $B$ consecutive data. Among the $B^2$ ordered pairs of data, $B$ have separation zero and $2(B-k)$ have separation $k$. Hence

$$v_B=\frac{g_0}{B^2}\Big[B+2\sum_{k=1}^{B-1}(B-k)\rho_k\Big]=\frac{g_0 s_B}{B},\qquad s_B=1+2\sum_{k=1}^{B-1}\Big(1-\frac kB\Big)\rho_k .$$

The true squared error of the run is this expression with $B=M$, namely $v_M=g_0s_M/M$. For a long run $s_M\approx s$, so $v_M\approx g_0s/M$, whereas $V_1\approx g_0/M$. The true error is $\sqrt s$ times the naive error bar, which is therefore too small when $s>1$. A longer run does not help, because $v_M$ and $V_1$ both fall as $1/M$ and their ratio stays $s$. In effect the run contains $M/s$ independent data.

Blocks repair this because the correlations inside a block are included in the scatter of the block means. Correlations between blocks are still ignored, and this leaves a bias.

## The bias falls as 1/B

The expectation of $V_B$ can be found without assuming independent blocks. Inserting $y_i-\bar y=(y_i-\mu)-(\bar y-\mu)$ and using $\sum_i(y_i-\mu)=n(\bar y-\mu)$ gives

$$\sum_i(y_i-\bar y)^2=\sum_i(y_i-\mu)^2-n(\bar y-\mu)^2 .$$

The expectation of the right side is $nv_B-nv_M$. Division by $n(n-1)$ yields

$$\langle V_B\rangle=\frac{v_B-v_M}{n-1},\qquad \langle V_B\rangle-v_M=\frac{v_B-n\,v_M}{n-1}. \tag{1}$$

Next, $s_B$ is needed for long blocks. Extending its sum to infinity gives $s-c/B$, and the added terms must be taken off again:

$$s_B=s-\frac cB+2\sum_{k>B}\Big(\frac kB-1\Big)\rho_k .$$

The last term is at most $(2/B)\sum_{k>B}k|\rho_k|$ in magnitude. Since $\sum_k k|\rho_k|$ converges, this vanishes faster than $1/B$ and is dropped once $B$ exceeds the correlation time sufficiently. Then

$$v_B=\frac{g_0}{B}\Big(s-\frac cB\Big),\qquad n\,v_M=\frac MB\,\frac{g_0}{M}\Big(s-\frac cM\Big)=\frac{g_0}{B}\Big(s-\frac cM\Big).$$

The terms in $s$ cancel in the difference. With $B/M=1/n$,

$$v_B-n\,v_M=-\frac{g_0c}{B}\Big(\frac1B-\frac1M\Big)=-\frac{g_0c}{B^2}\,\frac{n-1}{n}.$$

Dividing by $n-1$ as in (1), and using $nB=M$,

$$\langle V_B\rangle-v_M=-\frac{g_0c}{BM},\qquad \frac{\langle V_B\rangle-v_M}{v_M}\approx-\frac{c}{sB}. \tag{2}$$

The origin of $c$ is visible at the border between two neighbouring blocks. For $k\le B$, exactly $k$ pairs of data with separation $k$ straddle the border, so the covariance of the two block means is $(g_0/B^2)\sum_k k\rho_k=g_0c/(2B^2)$ for long blocks. Each border costs a fixed amount of correlation, and the number of borders falls as $1/B$. For positive correlations $c>0$, and the error is underestimated. If $c<0$ it is overestimated.

The error bar is a square root. Writing $V_B=v_M(1+\delta)$ and $\sqrt{1+\delta}\approx1+\delta/2$, its relative bias is half of (2):

$$\text{bias of }\sqrt{V_B}\approx-\frac{c}{2sB}. \tag{3}$$

## The noise grows as the square root of B/M

Equation (3) seems to recommend very long blocks. The obstacle is that $V_B$ is a sample variance of only $n=M/B$ numbers.

Take blocks long enough for their means to be nearly independent, and set $z_i=y_i-\mu$, with variance $v$ and excess kurtosis $K=\langle z^4\rangle/v^2-3$. Separating equal from unequal indices in $\sum_i z_i^2-(\sum_i z_i)^2/n$ gives

$$nV_B=\frac1n\sum_i z_i^2-\frac{1}{n(n-1)}\sum_{i\ne j}z_iz_j .$$

The two parts are uncorrelated, because each product of their terms contains some $z_j$ to the first power as an independent factor. The first part has variance $(\langle z^4\rangle-v^2)/n=(K+2)v^2/n$. In the second, $\sum_{i\neq j}z_iz_j$ is twice a sum over $n(n-1)/2$ uncorrelated pairs, each of variance $v^2$, so its variance is $2n(n-1)v^2$. After division by $n^2(n-1)^2$ this contributes $2v^2/[n(n-1)]$. Since $2/n+2/[n(n-1)]=2/(n-1)$,

$$\text{noise of }V_B=\sqrt{\frac{2}{n-1}+\frac Kn}. \tag{4}$$

For nearly Gaussian block means $K$ is negligible, and for $n\gg1$ the noise of $V_B$ is $\sqrt{2B/M}$. The square root halves it:

$$\text{noise of }\sqrt{V_B}\approx\sqrt{\frac{B}{2M}}. \tag{5}$$

The next term of the square root, $-\delta^2/8$, adds a bias of about $-B/(4M)$. This is half the square of the noise (5), and hence small compared with that noise when $n\gg1$.

Equation (4) also shows a condition on the data: their fourth moment must exist. Near a node of a many-electron trial function, at distance $d$, the sampling density vanishes as $d^2$ while the local energy generally diverges as $1/d$. Its fourth moment then contains $\int d^2\,d^{-4}\,\mathrm{d}d$, which diverges. In that case (5) does not apply, although the variance is finite and (2) still holds under its own assumptions.

## From two scalings to a criterion

The bias should be smaller than the noise, so that the error bar is limited by statistics. The scalings $1/B$ and $\sqrt{B/M}$ fix the form $B^3>\text{constant}\times M$, but not the constant, which depends on $c/s$. Reblocking gives $s$ easily and $c$ less so. The criterion examined here therefore replaces the bias by the rough estimate $s/B$, the fraction of a block that lies within $s/2$ steps of one of its two borders. Requiring $s/B<\sqrt{B/(2M)}$ and squaring,

$$\frac{s^2}{B^2}<\frac{B}{2M}\quad\Longrightarrow\quad B^3>2M s^2 . \tag{6}$$

What this guarantees follows from the actual bias (3). The ratio of bias to noise is

$$R=\frac{|c|}{2sB}\sqrt{\frac{2M}{B}},\qquad R^2=\frac{c^2M}{2s^2B^3}.$$

At the threshold $B^3=2Ms^2$ this becomes $R^2=c^2/(4s^4)$, or

$$R=\frac{|c|}{2s^2}. \tag{7}$$

To leading order, criterion (6) keeps the bias below the noise if $|c|\le2s^2$. This is a condition on the sampled process, and it has to be examined.

**One correlation time.** For $\rho_k=\varphi^k$ with $0<\varphi<1$, the geometric series give

$$s=\frac{1+\varphi}{1-\varphi},\qquad c=\frac{2\varphi}{(1-\varphi)^2},\qquad s^2-1=\frac{4\varphi}{(1-\varphi)^2}=2c .$$

So $c=(s^2-1)/2$ and $R=(1-1/s^2)/4$. The bias at the threshold is at most a quarter of the noise.

**Several correlation times.** A Metropolis chain with detailed balance has a transition kernel that is symmetric in the inner product weighted by the sampled density. Expanding the local energy in its eigenfunctions (written here for a discrete spectrum) gives $\rho_k=\sum_i w_i\lambda_i^k$ with $w_i\ge0$, $\sum_iw_i=1$ and $|\lambda_i|<1$. With $s_i=(1+\lambda_i)/(1-\lambda_i)$, the result for one exponential applies to each term:

$$s=\sum_iw_is_i,\qquad c=\tfrac12\Big(\sum_iw_is_i^2-1\Big)\ge\tfrac12(s^2-1).$$

The inequality is that of Cauchy and Schwarz. For $s>1$, a spread of correlation times can thus only raise $R$ above the single-exponential value.

**A weak slow mode.** Let a fraction $w$ of the variance belong to a mode of inefficiency $s_1$, the rest being white noise. Then $s=1-w+ws_1$ and $c=w(s_1^2-1)/2$. If $ws_1\gg1$, these tend to $ws_1$ and $ws_1^2/2$, so $R\to1/(4w)$. For $w$ below one quarter this limit exceeds one, and at the threshold the bias is larger than the noise. Since $R$ falls as $B^{-3/2}$, rounding $B$ up to a power of two lowers it by a factor of less than $2^{3/2}$, which can help for $w$ near one quarter but not for much smaller $w$. With $w=0.02$ and $\varphi=0.995$, $s_1=1.995/0.005=399$, which gives $s=8.96$ and $c=1592$. For $M=2^{24}$ the threshold is $B=1392$. There the error bar is 6.6% too small while its noise is 0.64%, a ratio of about 10. At the next power of two, $B=2048$, the ratio is still between 5 and 6.

When such a mode is suspected, the actual bias should be used. Requiring $R<1$ gives $B^3>Mc^2/(2s^2)$. Since $s_{2B}-s_B=c/(2B)$ for long blocks, $c$ can be estimated as $2B(s_{2B}-s_B)$, but the noise is large. The difference $s_{2B}-s_B$ is $s_B$ times the correlation of neighbouring block means, taken from $n/2$ pairs, so its standard deviation is about $s\sqrt{2B/M}$ and the relative noise of the estimate of $c$ is about $2/R$. It is therefore useful only at shorter blocks, where $R$ is well above two and $B$ still exceeds the correlation time. A mode slower than the whole run may show up as a drift, with $s_B$ still rising at the longest blocks, but its $s$ and $c$ cannot be measured, and the error bar can be far too small.

## The price of a small bias

One could instead minimize the mean square error of $V_B$, relative to $v_M^2$:

$$f(B)=\frac{c^2}{s^2B^2}+\frac{2B}{M},\qquad f'(B)=-\frac{2c^2}{s^2B^3}+\frac2M=0\quad\Longrightarrow\quad B_{\rm opt}^3=\frac{Mc^2}{s^2}.$$

For one exponential with $s\gg1$, $c\approx s^2/2$ and $B_{\rm opt}^3=Ms^2/4$. The threshold (6) has a cube eight times larger, so its blocks are twice as long. At the optimum the bias term equals $B_{\rm opt}/M$, and $f=3B_{\rm opt}/M$. At $2B_{\rm opt}$ the terms are $B_{\rm opt}/(4M)$ and $4B_{\rm opt}/M$, with sum $17B_{\rm opt}/(4M)$. The root-mean-square error rises by $\sqrt{17/12}\approx1.19$. For this 19% the bias is halved, which is sensible: an error bar that is systematically too small claims a precision that the run does not have.

## The algorithm

Doubling the block length needs no return to the original data, since the mean of a double block is the average of two neighbouring block means. For $M$ a power of two:

1. Compute $V_1$ from the data.
2. Replace the list by the averages of neighbouring pairs, double $B$, and compute $V_B$.
3. Estimate the inefficiency at this level as $s_B=V_B/V_1$.
4. Repeat until few blocks remain. Choose the smallest $B$ with $B^3>2Ms_B^2$ and report $\sqrt{V_B}$.

The lists have lengths $M, M/2, M/4,\dots$, so the total work is proportional to $2M$.

The criterion contains the quantity being estimated, and $s_B$ is too small for short blocks. For a single exponential and long blocks its relative deficit is $c/(sB)=(s^2-1)/(2sB)$, which is below $s/(2B)$ and approaches it for $s\gg1$. At the threshold, $s/B=(s/2M)^{1/3}$, so the deficit is small if the run contains many independent data, $M/s\gg1$. A weak slow mode can spoil this step too, because $s_B$ may pass the criterion before the mode has been seen.

## Worked example: a hydrogen atom

Take a hydrogen atom with fixed nucleus and the trial function $\psi=e^{u}$, $u=-r-\beta r^2$. With $u'=-1-2\beta r$ and $u''=-2\beta$, the local energy is

$$E_L=-\tfrac12\Big(u''+u'^2+\frac{2u'}{r}\Big)-\frac1r .$$

The bracket equals $1-6\beta+4\beta r+4\beta^2r^2-2/r$. Its last term cancels the nuclear attraction, leaving

$$E_L=-\tfrac12+3\beta-2\beta r-2\beta^2r^2 .$$

For $\beta>0$ the function is normalizable and all moments of $E_L$ are finite. It is not the ground state, so $E_L$ fluctuates. The parameters are $\beta=0.2$ Å$^{-2}$, Gaussian trial steps of 0.3 Å per coordinate, and $M=16384$.

Diagonalizing the radial Metropolis kernel on a grid gives $s=21.6$ and $c=242$ without sampling. The standard deviation of $E_L$ is 2.458 eV, so the true error of one run is $2.458\sqrt{21.6/16384}=0.089$ eV. Here $c/(2s^2)=0.26$, close to the single-exponential value, and criterion (6) is safe. The threshold is $(2Ms^2)^{1/3}=248$, and the next power of two is 256.

One run gives the following levels:

| $B$ | error bar (eV) | $s_B$ | $B^3/(2Ms_B^2)$ |
|---:|---:|---:|---:|
| 1 | 0.020 | 1.0 | 0.00003 |
| 32 | 0.080 | 15.8 | 0.004 |
| 128 | 0.097 | 22.9 | 0.12 |
| 256 | 0.090 | 20.0 | 1.28 |
| 512 | 0.096 | 22.7 | 7.9 |
| 1024 | 0.064 | 9.9 | 333 |

The criterion selects $B=256$, and the result is $-13.26\pm0.09$ eV, or $-0.487\pm0.003$ hartree. Quadrature gives $-13.25$ eV for the same trial function. The drop at $B=1024$, where 16 blocks remain, shows why the last levels should not be trusted.

At $B=256$, equation (2) predicts a bias of $-242/(21.6\times256)=-0.044$ for the squared error. The average over 512 independent runs is $-0.036$, with a statistical uncertainty of $0.234/\sqrt{512}=0.010$. The noise is less ideal: $\sqrt{2B/M}=0.177$, but the runs show 0.234. This figure and the corresponding one below are standard deviations of $V_B$ divided by its mean over the runs, the normalization that matches (4); divided by the true squared error, 0.234 becomes $0.234\times0.964=0.226$. The block means of these runs still have a sample kurtosis $K=1.29$, itself a noisy estimate, and (4) with $n=64$ gives $\sqrt{2/63+1.29/64}=0.228$, which accounts for most of the excess. By $B=1024$ the kurtosis has fallen to 0.33, and the runs show 0.389, against $\sqrt{2B/M}=0.354$ and $\sqrt{2/15+0.33/16}=0.392$ from (4) with $n=16$.

The practical test is coverage. With the block length chosen separately in each run, the interval of one error bar contains the quadrature energy in 68% of the runs, with a statistical uncertainty of 2 percentage points, as expected for a Gaussian error. With the naive error bar it does so in 16%. The numerical check also compares (2) and the Gaussian form of (4) with explicit covariance matrices of an autoregressive series.

## Numbers as computed

```
AR series: phi=0.8, M=2048, s=9.000, c=40.000
AR: B, bias exact, bias law, noise exact, sqrt(2/(n-1))
    64  -0.06960  -0.06960  0.25433  0.25400
   128  -0.03480  -0.03480  0.36525  0.36515
   256  -0.01740  -0.01740  0.53455  0.53452
beta = 0.2 1/A^2, step = 0.3 A, M = 16384, runs = 512
acceptance = 0.552
energy by quadrature = -13.2516 eV
  the same = -0.486988 hartree
std of local energy = 2.4578 eV
s = 21.598, c = 242.01, c/(2s^2) = 0.2594
true error of one run = 0.08921 eV
spread of run means = 0.08833 eV
threshold (2Ms^2)^(1/3) = 248.2 steps
M=1048576: threshold B=993, bias/noise=0.2593
  best B=509, law 508.7, rms price=1.179
Squared error bar: B, bias exact/law/runs, noise law/runs, kurt
    16  -0.5275  -0.7003  -0.5250  0.0442  0.1002  3.401
    32  -0.3283  -0.3502  -0.3232  0.0625  0.1233  3.971
    64  -0.1745  -0.1751  -0.1713  0.0884  0.1558  3.680
   128  -0.0876  -0.0875  -0.0794  0.1250  0.1937  2.701
   256  -0.0438  -0.0438  -0.0360  0.1768  0.2341  1.288
   512  -0.0219  -0.0219  -0.0234  0.2500  0.2924  0.698
  1024  -0.0109  -0.0109  -0.0207  0.3536  0.3891  0.328
First run: B, n, error bar (eV), s_B, B^3/(2 M s_B^2)
     1 16384 0.02022   1.000 3.05e-05
     2  8192 0.02799   1.915 6.65e-05
     4  4096 0.03837   3.599 0.000151
     8  2048 0.05133   6.442 0.000376
    16  1024 0.06621  10.720 0.00109
    32   512 0.08044  15.819 0.004
    64   256 0.08932  19.508 0.021
   128   128 0.09671  22.870 0.122
   256    64 0.09037  19.967 1.28
   512    32 0.09642  22.733 7.93
  1024    16 0.06369   9.918 333
First run: chosen B = 256
  E = -13.2583 +- 0.0904 eV
  E = -0.48723 +- 0.00332 hartree
Runs per chosen B: {256: 372, 512: 140}
Coverage of one error bar: chosen B 0.682, B=1 0.158
Slow mode: weight=0.02, phi=0.995, M=16777216
  s=8.960, c=1592.0, threshold B=1392
  error-bar bias=-0.0659, noise=0.0064
  bias/noise=9.900, c/(2s^2)=9.915
```
